# Equilibrium Width of Alternating Surface-Stress Domains

## Result

**Setting.** An elastically isotropic half-space with shear modulus $\mu$ and Poisson ratio $\nu$ carries straight, parallel surface domains. The $x$ axis lies in the surface, normal to the domain boundaries, and $z$ points into the solid. It is assumed that

1. the surface stress component $\tau=\tau_{xx}$ takes two values in turn, differing by $F$, and all domains have the same width $l$, so that the period is $2l$;
2. the two kinds of domain have equal surface energy, and no external strain acts;
3. a boundary costs an energy $C_1$ per length, independent of $l$ (the mean, if two kinds of boundary alternate);
4. each boundary spreads its stress change over a narrow core, described by a normalised profile $g(x)$ that is the same for all boundaries.

The core length $a$ is defined by

$$\ln(2a)=\langle \ln|x-x'|\rangle ,\tag{1}$$

where $x$ and $x'$ are drawn independently from $g$. The profile is taken to be Lorentzian or to have a finite variance, and the condition $l\gg\pi a$ below is understood to include that $l$ is large compared with the whole width of $g$.

**Theorem.** For $l\gg\pi a$, the energy per area relative to a single uniform domain is

$$E(l)=\frac1l\left[C_1-C_2\ln\frac{l}{\pi a}\right],\qquad C_2=\frac{(1-\nu)F^2}{2\pi\mu}.\tag{2}$$

This function has one minimum, at

$$l^*=\pi a\,\exp\!\left(1+\frac{C_1}{C_2}\right),\qquad E(l^*)=-\frac{C_2}{l^*}.\tag{3}$$

The length $l^*$ is the width of one domain, not the period. The factor $\pi$ belongs to definition (1) of the cutoff.

## Lemma 1: response of the half-space

*A tangential surface force density $f\,e^{ikx}$, with $k>0$, produces the tangential surface displacement $S f e^{ikx}/k$, where $S=(1-\nu)/\mu$.*

**Proof.** In plane strain, equilibrium requires $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\!\cdot\mathbf u)=0$. Take the decaying form

$$u_x=(A+Bz)e^{-kz+ikx},\qquad u_z=(D+Gz)e^{-kz+ikx}.$$

The divergence of the equilibrium equation shows that $\nabla\!\cdot\mathbf u$ is harmonic, so it has the form $\theta e^{-kz+ikx}$ with constant $\theta$. The term linear in $z$ must vanish: $ikB-kG=0$, so $G=iB$. The rest is

$$\theta=ikA+iB-kD.$$

Since $\nabla^2u_x=-2kB\,e^{-kz+ikx}$, the $x$ equation reads $-2k(1-2\nu)B+ik\theta=0$, so $\theta=-2i(1-2\nu)B$. The $z$ equation gives the same condition. Equating the two forms of $\theta$,

$$kD=ikA+i(3-4\nu)B.$$

No normal force acts on the surface. With $\sigma_{zz}=2\mu[\partial_zu_z+\nu\,\nabla\!\cdot\mathbf u/(1-2\nu)]$, this means at $z=0$

$$0=(iB-kD)-2i\nu B=-ikA-2i(1-\nu)B,\qquad B=-\frac{kA}{2(1-\nu)}.$$

The shear stress amplitude at the surface is

$$\sigma_{xz}=\mu(B-kA+ikD)=\mu[-2kA-(2-4\nu)B]=-\frac{\mu kA}{1-\nu}.$$

The outward normal is $-\hat z$, so the applied force density is $f=-\sigma_{xz}=\mu kA/(1-\nu)$. Hence $A=(1-\nu)f/(\mu k)$, and $A$ is the surface amplitude of $u_x$. ∎

## Lemma 2: energy of equal stripes

*The elastic relaxation energy per area is*

$$E_{\rm el}=-\frac{2C_2}{l}\sum_{m=1,3,5,\dots}\frac{|g_k|^2}{m},\qquad k=\frac{\pi m}{l},\tag{4}$$

*with $g_k=\int g(x)e^{-ikx}dx$.*

**Proof.** A surface strip between $x$ and $x+dx$ is pulled by $\tau(x+dx)-\tau(x)$ and passes this force to the solid. The force density is therefore $f=d\tau/dx$, which is a row of line forces $+F,-F,+F,\dots$ at spacing $l$.

A displacement $u$ changes the energy of the stressed surface by $\int\tau\,\partial_xu\,dx=-\int fu\,dx$, by partial integration over a period. The strain energy stored in the linear solid is $+\frac12\int fu\,dx$. The sum is $-\frac12\int fu\,dx$. With $f=\sum_kf_ke^{ikx}$ and Lemma 1, its value per area is

$$E_{\rm el}=-\frac S2\sum_{k\ne0}\frac{|f_k|^2}{|k|}.$$

One period holds a force $+F$ at $0$ and $-F$ at $l$, so

$$f_k=\frac{F g_k}{2l}\left(1-e^{-i\pi m}\right),$$

which is $Fg_k/l$ for odd $m$ and zero for even $m$. Positive and negative $m$ contribute equally:

$$E_{\rm el}=-S\sum_{m\ \rm odd>0}\frac{F^2|g_k|^2}{l^2}\,\frac{l}{\pi m}
=-\frac{SF^2}{\pi l}\sum_{m\ \rm odd>0}\frac{|g_k|^2}{m}.$$

Since $SF^2/\pi=2C_2$, this is (4). ∎

For point forces, $|g_k|=1$ and the sum diverges logarithmically. The core must therefore enter the result.

## Lemma 3: the logarithm and its cutoff

*For $l\gg\pi a$, $E_{\rm el}=-(C_2/l)\ln[l/(\pi a)]$, with $a$ defined by (1).*

**Proof for a Lorentzian core.** Let $g(x)=(a/\pi)/(x^2+a^2)$, so that $g_k=e^{-a|k|}$. With $q=e^{-2\pi a/l}$,

$$\sum_{m\ \rm odd}\frac{q^m}{m}=\frac12\ln\frac{1+q}{1-q}=\frac12\ln\coth\frac{\pi a}{l}.$$

Equation (4) then gives, for any ratio $a/l$,

$$E_{\rm el}=-\frac{C_2}{l}\ln\coth\frac{\pi a}{l}.\tag{5}$$

For small argument $\coth x\to1/x$, which gives the logarithm. Here $a$ is the half-width at half maximum. It agrees with (1): the difference of two Lorentzian variables is Lorentzian with half-width $2a$, so $|x-x'|=2a\tan\varphi$ with $\varphi$ uniform on $(0,\pi/2)$, and the mean of $\ln\tan\varphi$ vanishes by the symmetry $\varphi\to\pi/2-\varphi$.

**Other cores.** Let $g$ have a finite variance. Compare its sum with that of a Lorentzian of half-width $a$. Odd modes are spaced by $\Delta k=2\pi/l$, and $1/m=\pi/(lk)=\Delta k/(2k)$. For large $l$ the difference of the two sums becomes

$$\frac12\int_0^\infty\frac{|g_k|^2-e^{-2ak}}{k}\,dk .$$

Write $|g_k|^2=\langle\cos kd\rangle$ with $d=x-x'$. For positive $c,c'$ one has $\int_0^\infty(e^{-c'k}-e^{-ck})\,dk/k=\ln(c/c')$. Continuing $c'$ to $i|d|$ and taking the real part gives

$$\int_0^\infty\frac{\cos kd-e^{-ck}}{k}\,dk=\ln\frac{c}{|d|}.$$

With $c=2a$, the difference of the sums is $\frac12[\ln(2a)-\langle\ln|d|\rangle]$. It vanishes under definition (1). ∎

Two cases show how $a$ relates to a visible core size. If the stress rises linearly over a width $w$, then $t=|d|/w$ has density $2(1-t)$ on $(0,1)$, and $\int_0^12(1-t)\ln t\,dt=-\frac32$. Hence $a=\frac12we^{-3/2}=0.1116\,w$. For a Gaussian profile of standard deviation $s$, $d$ is normal with variance $2s^2$. A standard normal variable $N$ has $\langle\ln|N|\rangle=-\frac12(\gamma+\ln2)$, with $\gamma$ Euler's constant, so $a=\frac12se^{-\gamma/2}=0.3747\,s$.

## Proof of the theorem

Adding one boundary cost $C_1$ per width $l$ to Lemma 3 gives (2). Differentiation gives

$$E'(l)=-\frac{C_2}{l^2}-\frac{C_1-C_2\ln[l/(\pi a)]}{l^2}
=\frac{C_2\ln[l/(\pi a)]-C_2-C_1}{l^2}.$$

The numerator increases with $l$ and changes sign once, from negative to positive, where $\ln(l/\pi a)=1+C_1/C_2$. This is the single minimum $l^*$. Inserting the condition in (2) gives $E(l^*)=[C_1-(C_1+C_2)]/l^*=-C_2/l^*$. ∎

**Remark 1: why stripes form.** $E(l^*)$ is negative however large $C_1$ is, because the logarithm eventually exceeds any fixed boundary cost. Within this model the uniform surface is therefore not the state of lowest energy, although a barrier may separate the two states. Equal stripes gain energy at every width above $l^*/e$, but a single strip nucleated in a uniform surface costs $2[C_1-C_2\ln(w/2a)]$ per length for a width $w$ large compared with the core, which is positive until $w$ exceeds $2l^*/(\pi e)$. A large $C_1/C_2$ makes the stripes exponentially wide and their energy gain exponentially small, so a weak disturbance can then suppress them.

**Remark 2: shape of the minimum.** For $l=\lambda l^*$, equations (2) and (3) give

$$E(\lambda l^*)=-\frac{C_2}{l^*}\,\frac{1+\ln\lambda}{\lambda}.\tag{6}$$

When $l^*/e\gg\pi a$, stripes narrower than $l^*/e$ cost more than a uniform surface. The curvature at the minimum is $E''(l^*)=C_2/l^{*3}$, since only the derivative of the vanishing numerator of $E'$ contributes.

**Remark 3: the cutoff is a convention.** Equation (2) contains $C_1$ and $a$ only through $C_1+C_2\ln a$. Replacing $a$ by $\lambda a$ and $C_1$ by $C_1-C_2\ln\lambda$ leaves $E(l)$ and $l^*$ unchanged. A boundary energy has a definite meaning here only together with its core length.

**Remark 4: finite core.** For a Lorentzian core, use (5) and put $x=\pi a/l$. Because $d\ln\coth x/dx=-2/\sinh2x$, the condition $E'=0$ becomes

$$\ln\coth x-\frac{2x}{\sinh2x}=\frac{C_1}{C_2}.$$

For small $x$, $\ln\coth x\approx-\ln x+x^2/3$ and $2x/\sinh2x\approx1-2x^2/3$. Hence $\ln(l/\pi a)=1+C_1/C_2-x^2$, or

$$l\approx l^*\left[1-\left(\frac{\pi a}{l^*}\right)^2\right].$$

The correction is small when $\exp(1+C_1/C_2)\gg1$. For $C_1$ near zero it is no longer negligible, and at $C_1=0$ the condition above gives $x\approx0.44$, so the stripes are only about seven core lengths $a$ wide. The size and even the sign of this correction depend on the core shape. A core of finite variance shifts $l$ upward, by the relative amount $\pi^2\langle d^2\rangle/(4l^{*2})$ with $d=x-x'$, and at $C_1=0$ a linear ramp gives stripes about twelve core lengths wide.

## Proposition: unequal widths and external strain

*Let the widths be $l(1+p)$ and $l(1-p)$, and let a uniform strain $\varepsilon\ge0$ along $x$ favour the wider domains. In the logarithmic regime, stripes are stable for $\varepsilon<\varepsilon_c$, with*

$$\sin\frac{\pi p}{2}=\frac{\varepsilon}{\varepsilon_c},\qquad l=\frac{l^*}{\cos(\pi p/2)},\qquad \varepsilon_c=\frac{\pi C_2}{Fl^*}.\tag{7}$$

*For $\varepsilon>\varepsilon_c$ a single domain has a lower energy than any such periodic stripe pattern.*

**Proof.** The opposite forces now lie $l(1+p)$ apart, so $|f_k|^2=(F/l)^2|g_k|^2\sin^2(m\theta/2)$ with $\theta=\pi(1+p)$, for all integers $m$. With the Lorentzian core, the sum in (4) is replaced by

$$\sum_{m\ge1}\frac{q^m}{m}\,\frac{1-\cos m\theta}{2}
=\frac12\left[-\ln(1-q)+\frac12\ln(1-2q\cos\theta+q^2)\right].$$

For $l\gg\pi a$, $1-q\to2\pi a/l$ and the last argument tends to $4\sin^2(\theta/2)=4\cos^2(\pi p/2)$. The logarithm in (2) becomes $\ln[l\cos(\pi p/2)/(\pi a)]$, provided the narrow domain remains wide compared with the core. The same holds for the other cores of Lemma 3, because the difference between their sum and the Lorentzian one again tends to the integral given there, which vanishes. Without strain, $p=0$ is best.

The strain does work on the surface stress. Relative to $p=0$, the mean stress shifts by $pF/2$ in magnitude, which contributes $-F\varepsilon p/2$. The relaxation strain averages to zero, so it has no cross term with the uniform strain in the bulk. Thus

$$E=\frac1l\left[C_1-C_2\ln\frac{l\cos(\pi p/2)}{\pi a}\right]-\frac{F\varepsilon p}{2}.$$

$\partial E/\partial l=0$ gives $l\cos(\pi p/2)=l^*$. $\partial E/\partial p=0$ gives $(\pi C_2/2l)\tan(\pi p/2)=F\varepsilon/2$. Eliminating $l$ yields (7). This point is the minimum: at fixed $p$ the best $l$ gives $E=-(C_2/l^*)\cos(\pi p/2)-F\varepsilon p/2$, which is convex in $p$ for $|p|<1$.

It remains to compare with the favoured single domain, whose energy is $-F\varepsilon/2$. Put $\psi=\pi(1-p)/2$. At the stationary point the excess energy is

$$-\frac{C_2}{l}+\frac{F\varepsilon(1-p)}{2}=\frac{C_2}{l^*}\left(\psi\cos\psi-\sin\psi\right)<0,$$

because $\tan\psi>\psi$. For arbitrary stripes, $\sin\psi\le\psi$ gives, with $y=l\psi$,

$$l\times\text{excess}\ \ge\ C_1-C_2\ln\frac{y}{\pi a}+\frac{F\varepsilon y}{\pi}\ \ge\ C_2\ln\frac{\varepsilon}{\varepsilon_c}.$$

The last bound is the minimum over $y$, reached at $y=\pi C_2/(F\varepsilon)$. It is positive above $\varepsilon_c$. ∎

## Worked example

Take round, rough parameters: $F=1$ N/m, $\mu=70$ GPa, $\nu=0.2$, $C_1=40$ meV/nm and $a=0.2$ nm. This $a$ corresponds to a linear stress ramp 1.79 nm wide. Then

$$C_2=\frac{0.8\,(1\ \mathrm{N/m})^2}{2\pi\,(70\ \mathrm{GPa})}=11.35\ \mathrm{meV/nm},\qquad\frac{C_1}{C_2}=3.523,$$

$$l^*=0.6283\ \mathrm{nm}\times e^{4.523}=0.6283\ \mathrm{nm}\times92.15=57.9\ \mathrm{nm}.$$

The period is 115.8 nm. Direct minimisation of the mode sum with a Lorentzian core gives 57.890 nm, against 57.897 nm from (3). The difference agrees with the relative shift $(\pi a/l^*)^2=1.2\times10^{-4}$ of Remark 4. This value belongs to the Lorentzian core; the linear ramp with the same $a$ shifts the width the other way, by $+3.9\times10^{-4}$, to 57.92 nm.

The energy at the minimum is $-0.196$ meV/nm². At half the best width it is $-0.120$ meV/nm², and at twice the best width $-0.166$ meV/nm², as (6) predicts. Stripes that are too wide lose less than stripes too narrow by the same factor.

**Sensitivity.** From (3), at fixed $a$ and $C_1$, $d\ln l^*/d\ln C_2=-C_1/C_2$. Raising $F$ by 10% raises $C_2$ to 13.74 meV/nm and reduces $l^*$ to 31 nm. A cubic solid with rough constants $C_{11},C_{12},C_{44}=170,60,80$ GPa and boundaries along [110] has $C_2=10.86$ meV/nm and $l^*=68$ nm. Nearly all of this change comes from the anisotropy: the isotropic (Hill) average of the same cubic constants, with $\mu\approx69$ GPa and $\nu\approx0.21$, gives $l^*\approx58$ nm, as the isotropic pair chosen above does.

**Strain.** The critical strain is $\varepsilon_c=9.9\times10^{-5}$. At half this value, minimising the mode sum gives $l=66.8$ nm and $p=0.333$, in agreement with (7). The two domain widths are then about 89 and 45 nm.

**Temperature.** A step boundary gains entropy from kinks. Let an isolated step have sites of spacing $b$, and let a kink of height $n$ cost $|n|\epsilon$. With $r=e^{-\epsilon/k_BT}$, the partition function per site is $\sum_nr^{|n|}=(1+r)/(1-r)=\coth(\epsilon/2k_BT)$, so

$$C_1(T)=C_1-\frac{k_BT}{b}\ln\coth\frac{\epsilon}{2k_BT}.$$

For rough values $\epsilon=150$ meV and $b=0.8$ nm, $C_1$ falls to 39.8 meV/nm at 300 K and 32.9 meV/nm at 600 K. With the other parameters fixed, $l^*$ becomes 57 nm and 31 nm. The same formula gives 10 nm at 800 K and 5 nm at 900 K, and $C_1(T)$ reaches zero near 1020 K, where the condition $l\gg\pi a$ has failed. The result depends strongly on $\epsilon$, which is taken here far above $C_1b=32$ meV, as suits a cheap step whose kinks expose a costly step orientation; with $\epsilon=32$ meV, $C_1$ would fall to 21 meV/nm at 300 K and be negative at 600 K. This estimate omits step collisions, thermal averaging of the elastic interaction and the temperature dependence of $F$ and $\mu$.

## Relation to real surfaces

The example is meant to resemble a dimer-reconstructed (001) surface of a diamond-structure semiconductor. There a step one atomic layer high rotates the dimer rows by 90°, which exchanges the two principal surface stresses. The inputs are round numbers, not measured values for a particular material, and the width depends exponentially on $C_1/C_2$. With the other inputs fixed, $C_1=20$ meV/nm gives $l^*=10$ nm, while $C_1=60$ meV/nm gives 337 nm. The assumption of zero strain is a demanding one: a uniform strain of about $10^{-4}$ along $x$, with none along the boundaries, is enough to remove the stripes of this example. Because the two principal stresses are exchanged between the domains, what counts on this surface is the difference between the strains in these two directions; to first order, an equal biaxial strain favours neither domain. With the kink parameters chosen above, heating to 600 K nearly halves the predicted width and heating to 800 K reduces it to about 10 nm; the width that can be observed is the one at a temperature where the steps still move. The value 58 nm therefore illustrates the formula and does not predict the width on a particular surface. The model applies to a surface without miscut, since a miscut fixes the mean step spacing, and to steps mobile enough to reach equilibrium, as in a sufficiently long anneal. Net growth or etching can keep the steps away from equilibrium. The model also treats the surface as flat and omits the force dipoles that steps carry. The numerical output lists the inputs and main results of the worked example; the widths for $C_1=20$ and 60 meV/nm follow directly from (3).

## Calculated quantities

```
stress difference F = 1.00 N/m
shear modulus mu = 70.0 GPa
Poisson ratio nu = 0.20
boundary energy C1 = 40.0 meV/nm
core length a = 0.20 nm
ramp width with the same a = 1.79 nm
Gaussian deviation with the same a = 0.534 nm
core/deviation, Gaussian = 0.3747
core/width, ramp = 0.1116
S*mu from energy functional = 0.800000
elastic coefficient C2 = 11.353 meV/nm
ratio C1/C2 = 3.5234
exponential exp(1+C1/C2) = 92.146
pi*a = 0.6283 nm
best width l*, formula = 57.897 nm
best width, mode sum = 57.890 nm
period 2 l* = 115.79 nm
energy -C2/l* = -0.19609 meV/nm^2
minimum energy, mode sum = -0.19609 meV/nm^2
energy at l*/2, mode sum = -0.12040 meV/nm^2
energy at 2 l*, mode sum = -0.16600 meV/nm^2
finite-core shift (pi a/l*)^2 = 1.18e-04
C2 with F raised 10% = 13.737 meV/nm
l* with F raised 10% = 31.41 nm
cubic C11, C12, C44 = 170, 60, 80 GPa
C2, cubic solid = 10.857 meV/nm
l*, cubic solid = 68.01 nm
critical strain e_c = 9.870e-05
width at e_c/2, mode sum = 66.84 nm
imbalance p at e_c/2, mode sum = 0.3333
kink energy = 150 meV
kink site spacing = 0.8 nm
C1 with kink entropy, 300 K = 39.80 meV/nm
l* with kink entropy, 300 K = 56.91 nm
C1 with kink entropy, 600 K = 32.89 meV/nm
l* with kink entropy, 600 K = 30.95 nm
```
